# Thermopower of a degenerate parabolic band with power-law scattering: a numerical check

```python
# Result under test: for a 3D parabolic band with elastic relaxation time
# tau ~ E^r, the degenerate electron thermopower is
#     S = -(k_B/e) (pi^2/3) (r + 3/2) theta / E_F,   theta = k_B T,
# with relative correction c (theta/E_F)^2 at fixed carrier density, where
#     c = pi^2 [ (p-1)(p-7)/15 + 1/12 ],   p = r + 3/2.
# E: energy from the band edge; E_F: zero-temperature Fermi energy;
# mu: chemical potential; k: wave number; m: effective mass.
# Internal units: Hartree atomic units, theta as an energy, S in k_B/e.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

HARTREE_EV = const.physical_constants['Hartree energy in eV'][0]
BOHR_A = const.physical_constants['Bohr radius'][0] * 1e10
KB_OVER_E_UV = const.k / const.e * 1e6

# Model parameters
mass = 0.3
density_A = 1.0e-4          # per cubic angstrom
theta_eV = 0.025
eps = 10.0

density = density_A * BOHR_A**3
theta0 = theta_eV / HARTREE_EV
kF = (3 * np.pi**2 * density)**(1 / 3)
EF = kF**2 / (2 * mass)
t0 = theta0 / EF


def fermi(energy, mu, theta):
    return expit(-(energy - mu) / theta)


def chemical_potential(theta):
    """Chemical potential that keeps the carrier density fixed."""
    dk = 0.002 * kF
    k = (np.arange(1250) + 0.5) * dk
    energy = k**2 / (2 * mass)

    def excess(mu):
        n = np.sum(k**2 * fermi(energy, mu, theta)) * dk / np.pi**2
        return n / density - 1
    return brentq(excess, 0.5 * EF, 1.1 * EF, xtol=1e-17, rtol=1e-15)


def seebeck_energy_integral(tau, theta):
    """-L1/(theta L0) with transport function E^(3/2) tau."""
    mu = chemical_potential(theta)
    low, high, points = max(-mu / theta, -40.0), 40.0, 8000
    dx = (high - low) / points
    x = low + (np.arange(points) + 0.5) * dx
    energy = mu + theta * x
    weight = energy**1.5 * tau(np.sqrt(2 * mass * energy))
    weight = weight / (4 * np.cosh(x / 2)**2)
    return -np.sum(weight * x) / np.sum(weight)


def seebeck_kinetic(tau, theta):
    """Zero-current solution of the linearized Boltzmann equation.

    Cartesian k grid; gradients of the local equilibrium distribution are
    finite differences, the temperature gradient acting at fixed density.
    """
    axis = (np.arange(72) + 0.5) * 0.03 * kF
    kx, ky, kz = np.meshgrid(axis, axis, axis, indexing='ij')
    k2 = kx**2 + ky**2 + kz**2
    energy = k2 / (2 * mass)
    dtheta = 1e-4 * theta
    mu = chemical_potential(theta)
    mu_up = chemical_potential(theta + dtheta)
    mu_dn = chemical_potential(theta - dtheta)
    f_theta = (fermi(energy, mu_up, theta + dtheta)
               - fermi(energy, mu_dn, theta - dtheta)) / (2 * dtheta)
    step = 1e-5 * kF
    e_up = ((kx + step)**2 + ky**2 + kz**2) / (2 * mass)
    e_dn = ((kx - step)**2 + ky**2 + kz**2) / (2 * mass)
    f_k = (fermi(e_up, mu, theta) - fermi(e_dn, mu, theta)) / (2 * step)
    velocity = kx / mass
    relax = tau(np.sqrt(k2))
    field = (np.sum(relax * velocity**2 * f_theta)
             / np.sum(relax * velocity * f_k))
    return field + (mu_up - mu_dn) / (2 * dtheta)


def power_law(r):
    return lambda k: (k / kF)**(2 * r)


def mott(r, t):
    return -np.pi**2 / 3 * (r + 1.5) * t


def correction(r):
    p = r + 1.5
    return np.pi**2 * ((p - 1) * (p - 7) / 15 + 1 / 12)


# Moments of the thermal window
def window_moment(n):
    return quad(lambda x: x**n / (4 * np.cosh(x / 2)**2), -60, 60,
                points=[0], limit=200)[0]


moment2, moment4 = window_moment(2), window_moment(4)
assert abs(moment2 / (np.pi**2 / 3) - 1) < 1e-8
assert abs(moment4 / (7 * np.pi**4 / 15) - 1) < 1e-8

# Leading law and next order, from low-temperature quadrature
low_t = []
for r in (-2.0, -1.0, -0.5, 0.0, 1.5):
    estimates = []
    for t in (0.01, 0.02):
        ratio = seebeck_energy_integral(power_law(r), t * EF) / mott(r, t)
        estimates.append((ratio - 1) / t**2)
        if t == 0.01:
            assert abs(ratio - 1) < 2e-3
            ratio_cold = ratio
    c_num = (4 * estimates[0] - estimates[1]) / 3
    assert abs(c_num - correction(r)) < 5e-3
    low_t.append((r, ratio_cold, c_num, correction(r)))
S_zero = seebeck_energy_integral(power_law(-1.5), 0.01 * EF)
assert abs(S_zero) < 1e-9
S_reversed = seebeck_energy_integral(power_law(-2.0), 0.01 * EF)
assert S_reversed > 0

# Worked power laws: kinetic equation against energy integral and series
rows = []
for r in (-0.5, 0.0, 1.5):
    full = seebeck_kinetic(power_law(r), theta0)
    integral = seebeck_energy_integral(power_law(r), theta0)
    assert abs(full / integral - 1) < 1e-5
    lead = mott(r, t0)
    second = lead * (1 + correction(r) * t0**2)
    assert abs(second / full - 1) < 0.01
    assert abs(second - full) < abs(lead - full)
    rows.append((r, lead, second, full))


# Screened charged centres (one centre per unit volume; the number cancels)
def rate_quadrature(k, qs):
    def integrand(u):          # u = 1 - cos(scattering angle)
        potential = 4 * np.pi / (eps * (2 * k**2 * u + qs**2))
        return u * potential**2
    value = quad(integrand, 0, 2, epsabs=0, epsrel=1e-12, limit=200)[0]
    return mass * k / (2 * np.pi) * value


def g_screen(b):
    return np.log1p(b) - b / (1 + b)


def tau_screened(k, qs):
    b = 4 * k**2 / qs**2
    return eps**2 * k**3 / (2 * np.pi * mass * g_screen(b))


def screening(k_fermi):
    return np.sqrt(4 * mass * k_fermi / (np.pi * eps))


def numerical_exponent(qs_of_k):
    d = 1e-4
    k_up, k_dn = kF * np.exp(d), kF * np.exp(-d)
    return -np.log(rate_quadrature(k_up, qs_of_k(k_up))
                   / rate_quadrature(k_dn, qs_of_k(k_dn))) / (4 * d)


qs = screening(kF)
b_F = 4 * kF**2 / qs**2
for k in (0.3 * kF, kF, 2 * kF):
    assert abs(rate_quadrature(k, qs) * tau_screened(k, qs) - 1) < 1e-8
r_local = 1.5 - b_F**2 / ((1 + b_F)**2 * g_screen(b_F))
assert abs(numerical_exponent(lambda k: qs) - r_local) < 1e-6
r_series = numerical_exponent(screening)
r_short = numerical_exponent(lambda k: 1000 * kF)
r_weak = numerical_exponent(lambda k: 0.001 * kF)
assert abs(r_short + 0.5) < 1e-4
assert 1.4 < r_weak < 1.5


def tau_fixed(k):
    return tau_screened(k, qs)


S_cold = seebeck_energy_integral(tau_fixed, 0.01 * EF)
assert abs(S_cold / mott(r_local, 0.01) - 1) < 2e-3
assert abs(S_cold / mott(r_series, 0.01) - 1) > 0.05
S_screened = seebeck_kinetic(tau_fixed, theta0)
assert abs(S_screened / seebeck_energy_integral(tau_fixed, theta0) - 1) < 1e-5

mu0 = chemical_potential(theta0)
print(f"effective mass                  {mass:.2f} m_e")
print(f"density                         {density_A:.1e} A^-3")
print(f"thermal energy theta            {theta_eV:.4f} eV")
print(f"temperature (conversion)        {theta_eV*const.e/const.k:.1f} K")
print(f"dielectric constant             {eps:.1f}")
print(f"Fermi wave number               {kF/BOHR_A:.4f} A^-1")
print(f"Fermi energy                    {EF*HARTREE_EV:.4f} eV")
print(f"chemical potential at theta     {mu0*HARTREE_EV:.4f} eV")
print(f"theta/E_F                       {t0:.4f}")
print(f"window moments 2 and 4          {moment2:.5f} {moment4:.5f}")
print("theta/E_F = 0.01: r, S/S_leading, c numerical, c formula")
for r, ratio, c_num, c_formula in low_t:
    print(f"  {r:5.2f}  {ratio:.6f}  {c_num:9.4f}  {c_formula:9.4f}")
print(f"S at r=-3/2, theta/E_F=0.01     {S_zero:.1e} k_B/e")
print(f"S at r=-2, theta/E_F=0.01       {S_reversed:.5f} k_B/e")
print(f"k_B/e                           {KB_OVER_E_UV:.3f} uV/K")
for r, lead, second, full in rows:
    print(f"r = {r:.1f}")
    print(f"  S leading                     {lead:.4f} k_B/e")
    print(f"  S with next order             {second:.4f} k_B/e")
    print(f"  S full kinetic                {full:.4f} k_B/e")
    print(f"  leading, full (conversion)    {lead*KB_OVER_E_UV:.1f}"
          f" {full*KB_OVER_E_UV:.1f} uV/K")
    print(f"  leading/full - 1              {100*(lead/full-1):.2f} %")
    print(f"  mean carried energy E-mu      {-full*theta_eV:.5f} eV")
print(f"screening wave number           {qs/BOHR_A:.4f} A^-1")
print(f"b at Fermi energy               {b_F:.3f}")
print(f"local exponent r, fixed q_s     {r_local:.4f}")
print(f"exponent along density series   {r_series:.4f}")
print(f"r short-range, q_s=1000 k_F     {r_short:.4f}")
print(f"r weak screening, q_s=0.001 k_F {r_weak:.4f}")
print("screened centres, S at theta:")
for label, value in (("Mott, local r", mott(r_local, t0)),
                     ("Mott, density-series r", mott(r_series, t0)),
                     ("full kinetic", S_screened)):
    print(f"  {label:24s} {value:.4f} k_B/e = {value*KB_OVER_E_UV:.1f} uV/K")
print("PASS")
```

Output:

```
effective mass                  0.30 m_e
density                         1.0e-04 A^-3
thermal energy theta            0.0250 eV
temperature (conversion)        290.1 K
dielectric constant             10.0
Fermi wave number               0.1436 A^-1
Fermi energy                    0.2619 eV
chemical potential at theta     0.2599 eV
theta/E_F                       0.0955
window moments 2 and 4          3.28987 45.45758
theta/E_F = 0.01: r, S/S_leading, c numerical, c formula
  -2.00  1.000825     8.2242     8.2247
  -1.00  1.000296     2.9608     2.9609
  -0.50  1.000082     0.8225     0.8225
   0.00  0.999901    -0.9870    -0.9870
   1.50  0.999556    -4.4413    -4.4413
S at r=-3/2, theta/E_F=0.01     -0.0e+00 k_B/e
S at r=-2, theta/E_F=0.01       0.01646 k_B/e
k_B/e                           86.173 uV/K
r = -0.5
  S leading                     -0.3141 k_B/e
  S with next order             -0.3164 k_B/e
  S full kinetic                -0.3164 k_B/e
  leading, full (conversion)    -27.1 -27.3 uV/K
  leading/full - 1              -0.75 %
  mean carried energy E-mu      0.00791 eV
r = 0.0
  S leading                     -0.4711 k_B/e
  S with next order             -0.4669 k_B/e
  S full kinetic                -0.4666 k_B/e
  leading, full (conversion)    -40.6 -40.2 uV/K
  leading/full - 1              0.96 %
  mean carried energy E-mu      0.01167 eV
r = 1.5
  S leading                     -0.9422 k_B/e
  S with next order             -0.9041 k_B/e
  S full kinetic                -0.9071 k_B/e
  leading, full (conversion)    -81.2 -78.2 uV/K
  leading/full - 1              3.88 %
  mean carried energy E-mu      0.02268 eV
screening wave number           0.1018 A^-1
b at Fermi energy               7.957
local exponent r, fixed q_s     0.8949
exponent along density series   1.1974
r short-range, q_s=1000 k_F     -0.5000
r weak screening, q_s=0.001 k_F 1.4296
screened centres, S at theta:
  Mott, local r            -0.7522 k_B/e = -64.8 uV/K
  Mott, density-series r   -0.8472 k_B/e = -73.0 uV/K
  full kinetic             -0.7324 k_B/e = -63.1 uV/K
PASS
```
